# The guaranteed gap of the Weaire–Thorpe model in any fourfold network: a program that tests the result

```python
"""
Weaire-Thorpe model of a closed fourfold network.
Result under test: if |V2| > 2|V1|, no level lies within
w = |V2| - 2|V1| of the energy V1, and half of all levels lie on each side.
V1: coupling of two different orbitals on one site (eV)
V2: coupling of the two orbitals that share a bond (eV)
gamma: eigenvalue of the adjacency matrix of the network
Orbital number 4*i + a is orbital a of site i; partner[o] is its bond partner.
The hybrid (diagonal) energy is the zero of energy.
"""
import numpy as np
from scipy import constants

rng = np.random.default_rng(7)


def random_network(n_sites):
    """Random pairing of orbitals, redrawn until no self or double bonds."""
    while True:
        order = rng.permutation(4 * n_sites)
        left, right = order[0::2], order[1::2]
        low = np.minimum(left // 4, right // 4)
        high = np.maximum(left // 4, right // 4)
        if np.any(low == high):
            continue
        if len(np.unique(low * n_sites + high)) < 2 * n_sites:
            continue
        partner = np.empty(4 * n_sites, dtype=int)
        partner[left], partner[right] = right, left
        return partner


def diamond_network(n):
    """Periodic diamond, n*n*n primitive cells, sublattices A and B."""
    partner = np.empty(8 * n**3, dtype=int)
    shifts = [(0, 0, 0), (1, 0, 0), (0, 1, 0), (0, 0, 1)]
    for x in range(n):
        for y in range(n):
            for z in range(n):
                site_a = 2 * ((x * n + y) * n + z)
                for a, (dx, dy, dz) in enumerate(shifts):
                    cell = (((x - dx) % n) * n + (y - dy) % n) * n + (z - dz) % n
                    o, p = 4 * site_a + a, 4 * (2 * cell + 1) + a
                    partner[o], partner[p] = p, o
    return partner


def five_site_network():
    """Every one of five sites bonded to the four others."""
    partner = np.empty(20, dtype=int)
    used = [0] * 5
    for i in range(5):
        for j in range(i + 1, 5):
            o, p = 4 * i + used[i], 4 * j + used[j]
            partner[o], partner[p] = p, o
            used[i] += 1
            used[j] += 1
    return partner


def hamiltonian(partner, v1, v2):
    """Matrix from the definition; v2 is a number or one value per orbital."""
    size = len(partner)
    h = np.zeros((size, size))
    for site in range(size // 4):
        for a in range(4):
            for b in range(4):
                if a != b:
                    h[4 * site + a, 4 * site + b] = v1
    h[np.arange(size), partner] += v2
    return h


def adjacency_levels(partner):
    n_sites = len(partner) // 4
    adjacency = np.zeros((n_sites, n_sites))
    for o, p in enumerate(partner):
        adjacency[o // 4, p // 4] += 1
    return np.linalg.eigvalsh(adjacency)


def levels_from_adjacency(gamma, v1, v2):
    n = len(gamma)
    top, bottom = np.abs(gamma - 4) < 1e-8, np.abs(gamma + 4) < 1e-8
    n_top, n_bottom = top.sum(), bottom.sum()
    root = np.sqrt(4 * v1**2 + v2**2 + v1 * v2 * gamma[~(top | bottom)])
    return np.sort(np.concatenate([
        v1 + root, v1 - root,
        np.full(n_top, 3 * v1 + v2), np.full(n_bottom, 3 * v1 - v2),
        np.full(n + n_bottom, -v1 + v2), np.full(n + n_top, -v1 - v2)]))


def half_filling_gap(levels):
    half = len(levels) // 2
    return levels[half] - levels[half - 1]


V1, V2 = -1.8, -4.5
BOND_NM = 0.235
w = abs(V2) - 2 * abs(V1)
networks = {"random": random_network(150), "diamond": diamond_network(4),
            "five-site": five_site_network()}
gammas = {name: adjacency_levels(p) for name, p in networks.items()}

print(f"V1 = {V1:.2f} eV, V2 = {V2:.2f} eV, bond length = {BOND_NM:.3f} nm")
print(f"ratio |V2|/|V1| = {abs(V2 / V1):.3f}")
print(f"half-width w = {w:.3f} eV, guaranteed gap 2w = {2 * w:.3f} eV")
print(f"2w in hartree = {2*w/constants.value('Hartree energy in eV'):.5f}")
print(f"empty interval: {V1 - w:.3f} to {V1 + w:.3f} eV")

# Empty interval, state count, exact levels and sharp edge, all sign choices
largest_error = 0.0
for name, partner in networks.items():
    n_sites = len(partner) // 4
    for v1 in (V1, -V1):
        for v2 in (V2, -V2):
            levels = np.linalg.eigvalsh(hamiltonian(partner, v1, v2))
            distance = np.abs(levels - v1)
            assert distance.min() > w - 1e-9
            assert abs(distance.min() - w) < 1e-9
            assert np.sum(levels < v1) == 2 * n_sites
            error = np.abs(
                levels - levels_from_adjacency(gammas[name], v1, v2)).max()
            largest_error = max(largest_error, error)
            assert error < 1e-8
            if v1 * v2 < 0:
                assert abs(half_filling_gap(levels) - 2 * w) < 1e-9
print(f"largest error of level formula = {largest_error:.1e} eV")

# Gap of each network for the example parameters
for name, partner in networks.items():
    levels = np.linalg.eigvalsh(hamiltonian(partner, V1, V2))
    half = len(levels) // 2
    g_min = gammas[name][0]
    formula = w + np.sqrt(max(0.0, 4 * V1**2 + V2**2 + V1 * V2 * g_min))
    assert abs(half_filling_gap(levels) - formula) < 1e-7
    print(f"{name}: sites = {len(partner) // 4}, gamma_min = {g_min:.4f}")
    print(f"  levels below V1 = {np.sum(levels < V1)} of {len(levels)}")
    print(f"  edges {levels[half-1]:.4f}, {levels[half]:.4f} eV;"
          f" gap = {half_filling_gap(levels):.4f} eV")

# Below the threshold: the interval at V1 splits N from 3N levels
weak = 1.2 * abs(V1)
print(f"below threshold, |V2| = {weak:.3f} eV:")
for name in ("random", "diamond"):
    partner = networks[name]
    n_sites = len(partner) // 4
    gaps = []
    for v2 in (-weak, weak):
        levels = np.linalg.eigvalsh(hamiltonian(partner, V1, v2))
        assert np.abs(levels - V1).min() > 2 * abs(V1) - weak - 1e-9
        assert np.sum(levels < V1) == n_sites
        gaps.append(abs(half_filling_gap(levels)))
    assert gaps[1] < 1e-9
    if name == "diamond":
        assert gaps[0] < 1e-9
    else:
        assert gaps[0] > 1e-3
    print(f"  {name}: half-filling gap = {gaps[0]:.4f} eV (V2<0),"
          f" {gaps[1]:.4f} eV (V2>0)")

# At the threshold the diamond gap is closed
levels = np.linalg.eigvalsh(hamiltonian(networks["diamond"], V1, 2 * V1))
assert abs(half_filling_gap(levels)) < 1e-9
print(f"diamond gap at |V2| = 2|V1|: {abs(half_filling_gap(levels)):.4f} eV")

# Unequal bonds: lengths spread by up to 3 percent, V2 ~ 1/length^2
partner = networks["random"]
size = len(partner)
spread = 0.03
strain = rng.uniform(-spread, spread, size)
first = np.minimum(np.arange(size), partner)
bond_v2 = V2 / (1 + strain[first])**2
signs = rng.choice([-1.0, 1.0], size)[first]
weakest = np.abs(bond_v2).min()
for couplings in (bond_v2, bond_v2 * signs):
    levels = np.linalg.eigvalsh(hamiltonian(partner, V1, couplings))
    assert np.abs(levels - V1).min() > weakest - 2 * abs(V1) - 1e-9
    assert np.sum(levels < V1) == size // 2
levels = np.linalg.eigvalsh(hamiltonian(partner, V1, bond_v2))
print(f"bond lengths within {100 * spread:.0f} %:"
      f" weakest |V2| = {weakest:.4f} eV")
print(f"  guaranteed gap = {2 * (weakest - 2 * abs(V1)):.4f} eV,"
      f" found = {half_filling_gap(levels):.4f} eV")

# One broken bond leaves two orbitals without partner
closed = np.linalg.eigvalsh(hamiltonian(partner, V1, V2))
lower, upper = closed[size // 2 - 1], closed[size // 2]
cut = hamiltonian(partner, V1, V2)
cut[0, partner[0]] = cut[partner[0], 0] = 0.0
cut_levels = np.linalg.eigvalsh(cut)
inside = cut_levels[(cut_levels > lower + 1e-6) & (cut_levels < upper - 1e-6)]
assert len(inside) == 2
print(f"one broken bond: {len(inside)} levels in the gap, at "
      + ", ".join(f"{e:.4f}" for e in inside) + " eV")

# Remaining nearest-neighbour sp couplings, evaluated in diamond
SS, SP, PP_PI = -1.8, 2.0, -0.9
PP_SIGMA = (-4 * V2 + SS - 2 * np.sqrt(3) * SP) / 3


def hybrid_coupling(dir_a, dir_b, bond):
    """Coupling of sp3 hybrids along dir_a, dir_b; bond points from a to b."""
    block = np.zeros((4, 4))
    block[0, 0] = SS
    block[0, 1:], block[1:, 0] = SP * bond, -SP * bond
    block[1:, 1:] = (PP_SIGMA - PP_PI) * np.outer(bond, bond) + PP_PI * np.eye(3)
    hybrid_a = np.concatenate([[1.0], np.sqrt(3) * dir_a]) / 2
    hybrid_b = np.concatenate([[1.0], np.sqrt(3) * dir_b]) / 2
    return hybrid_a @ block @ hybrid_b


directions = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
partner = networks["diamond"]
size = len(partner)
model = hamiltonian(partner, V1, V2)
full = hamiltonian(partner, V1, 0.0)
for site_a in range(0, size // 4, 2):
    for j in range(4):
        site_b = partner[4 * site_a + j] // 4
        for a in range(4):
            for b in range(4):
                value = hybrid_coupling(directions[a], -directions[b], directions[j])
                full[4 * site_a + a, 4 * site_b + b] += value
                full[4 * site_b + b, 4 * site_a + a] += value
uniform_s = np.ones(size) / np.sqrt(size)
assert np.allclose(full @ uniform_s, (3 * V1 + 4 * SS) * uniform_s, atol=1e-9)
neglected_norm = np.abs(np.linalg.eigvalsh(full - model)).max()
full_levels = np.linalg.eigvalsh(full)
print(f"sp couplings: ss = {SS:.2f}, sp = {SP:.2f},"
      f" pp-sigma = {PP_SIGMA:.3f}, pp-pi = {PP_PI:.2f} eV")
print(f"norm of neglected sp couplings = {neglected_norm:.3f} eV,"
      f" ratio to w = {neglected_norm / w:.2f}")
print(f"diamond gap with all sp couplings (4x4x4 k mesh) ="
      f" {half_filling_gap(full_levels):.3f} eV")
print(f"  edges {full_levels[size//2-1]:.3f}, {full_levels[size//2]:.3f} eV")

# One hybrid tilted away from its bond
tilt = np.radians(10.0)
axis = np.array([0.0, 0.0, 1.0])
tilted = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
tilted_v2 = hybrid_coupling(tilted, -axis, axis)
print(f"one hybrid tilted by {np.degrees(tilt):.0f} deg:"
      f" V2 = {tilted_v2:.4f} eV, change = {tilted_v2 - V2:.4f} eV")

temperature = 273.15 + 85
thermal = constants.k * temperature / constants.e
print(f"kT at {temperature:.2f} K = {thermal:.4f} eV,"
      f" 2w/kT = {2 * w / thermal:.1f}")
print("all assertions hold")
```

Running it gives:

```
V1 = -1.80 eV, V2 = -4.50 eV, bond length = 0.235 nm
ratio |V2|/|V1| = 2.500
half-width w = 0.900 eV, guaranteed gap 2w = 1.800 eV
2w in hartree = 0.06615
empty interval: -2.700 to -0.900 eV
largest error of level formula = 4.8e-14 eV
random: sites = 150, gamma_min = -3.4195
  levels below V1 = 300 of 600
  edges -2.7000, 0.5478 eV; gap = 3.2478 eV
diamond: sites = 128, gamma_min = -4.0000
  levels below V1 = 256 of 512
  edges -2.7000, -0.9000 eV; gap = 1.8000 eV
five-site: sites = 5, gamma_min = -1.0000
  levels below V1 = 10 of 20
  edges -2.7000, 3.2110 eV; gap = 5.9110 eV
below threshold, |V2| = 2.160 eV:
  random: half-filling gap = 0.6410 eV (V2<0), 0.0000 eV (V2>0)
  diamond: half-filling gap = 0.0000 eV (V2<0), 0.0000 eV (V2>0)
diamond gap at |V2| = 2|V1|: 0.0000 eV
bond lengths within 3 %: weakest |V2| = 4.2450 eV
  guaranteed gap = 1.2900 eV, found = 3.0255 eV
one broken bond: 2 levels in the gap, at -0.0603, 0.0492 eV
sp couplings: ss = -1.80, sp = 2.00, pp-sigma = 3.091, pp-pi = -0.90 eV
norm of neglected sp couplings = 2.779 eV, ratio to w = 3.09
diamond gap with all sp couplings (4x4x4 k mesh) = 1.714 eV
  edges 0.079, 1.793 eV
one hybrid tilted by 10 deg: V2 = -4.4516 eV, change = 0.0484 eV
kT at 358.15 K = 0.0309 eV, 2w/kT = 58.3
all assertions hold
```
